**Complex symmetry of the single-site t-matrix at complex energy**

In Rydberg units (E = κ²) with real spherical harmonics, the matrix t_LL' defined by ψ = j − iκ h t outside the potential obeys t = tᵀ whenever the channel matrix V is symmetric, while S = 1 − 2iκt is unitary only for real E > 0 and Hermitian V; P denotes diag(−1)^l and u the matrix of radial solutions. The program integrates 49 coupled radial equations for a displaced Gaussian well and asserts agreement, for l ≤ 2, with J t⁰ Jᵀ built from the centred well (t⁰) and translation coefficients (J) at complex, positive and negative energy. It asserts the partial-wave form of the free Green function, the symmetry of t, the failure of Hermiticity, normality and unitarity at complex E, the flux identity u†u' − u'†u = −2i Im E ∫u†u dr, and the relations t(E*) = P t† P and S(κ*)†S(κ) = 1. It also asserts the (−1)^(m+m') rule for complex harmonics and the parity rule for the i^l convention. For an added b(r)L_z term it asserts t − tᵀ = ∫uᵀ(V − Vᵀ)u dr ≠ 0 and t(b)ᵀ = t(−b), and it asserts that an L_z² term and an absorbing well both keep t symmetric. At E = 0.5 + 0.3i Ry the output shows max|t − tᵀ| = 3×10⁻¹³ bohr against max|t − t†| = 0.715 bohr, with singular values of S from 0.887 to 1.143.

## Numerical verification

```python
# Rydberg units: H = -lap + V, E = kappa^2. t_{LL'} = int int j_l Y_L T j_l' Y_L' (real Y_L,
# no conjugation), psi = j - i kappa h t outside V, S = 1 - 2 i kappa t, P = diag((-1)^l).
# Under test: t = t^T for symmetric V at any E; t - t^T = int u^T (V - V^T) u dr;
# u^+ u' - u'^+ u = -2i Im(E) int u^+ u dr; S unitary only for real E and Hermitian V;
# S(kappa*)^+ S(kappa) = 1 and t(E*) = P t^+ P for real V; complex-harmonic rule; t(b)^T = t(-b).
# u(r): matrix of radial solutions (rows channels, columns solutions), p = du/dr.
import numpy as np
from math import factorial, pi
from scipy.special import lpmv, spherical_jn, spherical_yn, spherical_in, eval_legendre
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
LMAX, R, R0 = 6, 6.0, 0.005
V0, A, D = 2.0, 1.0, np.array([0.2, 0.4, 0.4])
V2, A2, D2 = 1.0 + 0.5j, 0.8, np.array([-0.4, 0.1, -0.3])
B0 = 0.5
EC, EP, EN = 0.5 + 0.3j, 0.5 + 0j, -0.2 + 0j

def harmonics(lmax, vec, real=True):
    ct = vec[2] / np.linalg.norm(vec, axis=0)
    ph = np.arctan2(vec[1], vec[0])
    out = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            k = abs(m)
            y = np.sqrt((2*l+1)/(4*pi)*factorial(l-k)/factorial(l+k)) * lpmv(k, l, ct) * np.exp(1j*k*ph)
            if real:
                out.append(y.real if m == 0 else np.sqrt(2)*(-1)**k*(y.real if m > 0 else y.imag))
            else:
                out.append(y if m >= 0 else (-1)**k*np.conj(y))
    return np.array(out)

ls = np.array([l for l in range(LMAX+1) for m in range(-l, l+1)])
ms = np.array([m for l in range(LMAX+1) for m in range(-l, l+1)])
n = len(ls)
eye, P = np.eye(n), np.diag((-1.0)**ls)
x, wx = np.polynomial.legendre.leggauss(20)
ct, ph = np.repeat(x, 40), np.tile(np.arange(40)*2*pi/40, 20)
w = np.repeat(wx, 40)*2*pi/40
st = np.sqrt(1 - ct**2)
nhat = np.array([st*np.cos(ph), st*np.sin(ph), ct])
YR, YC = harmonics(LMAX, nhat), harmonics(LMAX, nhat, False)
U = (YC*w) @ YR.T
LZ = U.T @ np.diag(ms) @ U.conj()
mx = lambda a: np.abs(a).max()
dag = lambda a: a.conj().T
assert mx((YR*w) @ YR.T - eye) < 1e-12 and mx(LZ + LZ.T) < 1e-12

def well(v, a, d, Y):
    lam, dn = np.arange(2*LMAX+1), np.linalg.norm(d)
    mats = np.array([(Y.conj()*w*eval_legendre(k, d @ nhat/dn)) @ Y.T for k in lam])
    f = lambda r: (-v*np.exp(-(r[:, None]**2 + dn**2)/a**2)*(2*lam+1)
                   * spherical_in(lam[None, :], 2*r[:, None]*dn/a**2))
    return f, mats

def angular(b, op):
    return (lambda r: b*np.exp(-r[:, None]**2/A**2)), np.array([op])

grid = np.concatenate([np.geomspace(R0, 0.5, 234), np.linspace(0.5, R, 551)[1:]])
mid = 0.5*(grid[1:] + grid[:-1])

def propagate(terms, E, track=False):
    M = np.concatenate([t[1] for t in terms]).reshape(-1, n*n).astype(complex)
    cn = np.hstack([t[0](grid) for t in terms]).astype(complex)
    cm = np.hstack([t[0](mid) for t in terms]).astype(complex)
    Q = lambda c, r: (c @ M).reshape(n, n) + np.diag(ls*(ls+1)/r**2 - E)
    u = eye.astype(complex)
    p = np.diag((ls+1)/R0) + R0*((cn[0] @ M).reshape(n, n) - E*eye)/(ls[:, None] + ls[None, :] + 3)
    N, K = np.diag(R0/(2*ls+3)).astype(complex), p - p.T
    Q1 = Q(cn[0], R0)
    for i, h in enumerate(np.diff(grid)):
        Q0, Qm, Q1 = Q1, Q(cm[i], mid[i]), Q(cn[i+1], grid[i+1])
        k1 = Q0 @ u
        u2, p2 = u + h/2*p, p + h/2*k1
        k2 = Qm @ u2
        u3, p3 = u + h/2*p2, p + h/2*k2
        k3 = Qm @ u3
        u4, p4 = u + h*p3, p + h*k3
        k4 = Q1 @ u4
        if track:
            for c, uu, qq in ((1, u, Q0), (2, u2, Qm), (2, u3, Qm), (1, u4, Q1)):
                N += c*h/6*(dag(uu) @ uu)
                K += c*h/6*(uu.T @ (qq - qq.T) @ uu)
        u, p = u + h/6*(p + 2*p2 + 2*p3 + p4), p + h/6*(k1 + 2*k2 + 2*k3 + k4)
        if i % 10 == 9:   # column mixing only, keeps the solutions independent
            q, rr = np.linalg.qr(np.vstack([u, p]))
            u, p = q[:n], q[n:]
            ri = np.linalg.inv(rr)
            N, K = dag(ri) @ N @ ri, ri.T @ K @ ri
    return u, p, N, K

def riccati(l, k, r):
    z = complex(k*r)
    j, dj = spherical_jn(l, z), spherical_jn(l, z, True)
    h, dh = j + 1j*spherical_yn(l, z), dj + 1j*spherical_yn(l, z, True)
    return r*j, j + z*dj, r*h, h + z*dh

def match(sol, k):
    u, p = sol[0], sol[1]
    F, dF, H, dH = [a[:, None] for a in riccati(ls, k, R)]
    Ci = np.linalg.inv((dH*u - H*p)/(1j/k))
    return ((F*p - dF*u)/(1j/k)) @ Ci/(-1j*k), Ci

def t_centred(E):   # t0_l = int r^2 j V R_l dr, from the definition
    k, l = np.sqrt(E), np.arange(LMAX+1)
    V = lambda r: -V0*np.exp(-r*r/A**2)
    F = lambda r: r*spherical_jn(l, complex(k*r))
    def rhs(r, y):
        u, p, _ = y.reshape(3, -1)
        return np.concatenate([p, (l*(l+1)/r**2 + V(r) - E)*u, F(r)*V(r)*u])
    y0 = np.concatenate([np.ones(LMAX+1), (l+1)/R0 + R0*(V(R0)-E)/(2*l+3), F(R0)*V(R0)*R0/(2*l+3)])
    y = solve_ivp(rhs, (R0, R), y0.astype(complex), method='DOP853', rtol=1e-10, atol=1e-40).y[:, -1]
    u, p, I = y.reshape(3, -1)
    _, _, H, dH = riccati(l, k, R)
    return I/((dH*u - H*p)/(1j/k))

def t_translated(E):
    k, rho = np.sqrt(E), 2.0
    pts = rho*nhat + D[:, None]
    f = spherical_jn(ls[:, None], k*np.linalg.norm(pts, axis=0)[None, :])*harmonics(LMAX, pts)
    J = ((f*w) @ YR.T)/spherical_jn(ls, complex(k*rho))[None, :]
    t0 = t_centred(E)
    return (J*t0[ls]) @ J.T, t0, J

cf = lambda z: f"{z.real:+.5f}{z.imag:+.5f}i"
S = lambda t, k: eye - 2j*k*t
kc, kp, kn = np.sqrt(EC), np.sqrt(EP), np.sqrt(EN)
print(f"well: V0={V0} Ry, a={A} bohr, d={D} bohr, |d|={np.linalg.norm(D):.3f} bohr")
print(f"lmax={LMAX}, channels={n}, R={R} bohr, radial steps={len(mid)}")
print(f"E={cf(EC)} Ry = {cf(EC*RY_EV)} eV, kappa={cf(kc)} 1/bohr")

# free Green function: closed form against the partial-wave sum
r1, r2 = 0.8*np.array([[0.6], [0.0], [0.8]]), 2.4*np.array([[0.0], [0.6], [0.8]])
lg = np.array([l for l in range(26) for m in range(2*l+1)])
gsum = -1j*kc*np.sum(riccati(lg, kc, 0.8)[0]/0.8*riccati(lg, kc, 2.4)[2]/2.4
                     * harmonics(25, r1)[:, 0]*harmonics(25, r2)[:, 0])
s = np.linalg.norm(r1 - r2)
gex = -np.exp(1j*kc*s)/(4*pi*s)
assert abs(gsum - gex) < 1e-9 and abs(gex.imag) > 1e-3
print(f"G0 at |r-r'|={s:.5f} bohr: closed {cf(gex)}, partial waves {cf(gsum)} 1/bohr")
F, dF, H, dH = riccati(ls, kc, R)
assert mx(F*dH - dF*H - 1j/kc) < 1e-10

W1 = well(V0, A, D, YR)
vdir = -V0*np.exp(-np.sum((1.2*nhat - D[:, None])**2, axis=0)/A**2)
assert mx(np.tensordot(W1[0](np.array([1.2]))[0], W1[1], 1) - (YR*w*vdir) @ YR.T) < 1e-10

# complex energy
sol = propagate([W1], EC, True)
t, Ci = match(sol, kc)
tt, t0, J = t_translated(EC)
e2 = mx((t - tt)[:9, :9])
Sc = S(t, kc)
sym, her, nor, uni = mx(t - t.T), mx(t - dag(t)), mx(t @ dag(t) - dag(t) @ t), mx(dag(Sc) @ Sc - eye)
assert e2 < 1e-6 and sym < 1e-6 and her > 0.1 and nor > 1e-3 and uni > 1e-2
print(f"centred well: t0_s={cf(t0[0])}, t0_p={cf(t0[1])}, t0_d={cf(t0[2])} bohr")
print(f"J(s,s)={cf(J[0, 0])}, J(px,s)={cf(J[3, 0])}, J(s,px)={cf(J[0, 3])}")
print("t(E) in bohr, order s, py, pz, px:")
for row in t[:4, :4]:
    print("  " + "  ".join(cf(z) for z in row))
print(f"translated road: t(s,s)={cf(tt[0, 0])}, t(s,px)={cf(tt[0, 3])} bohr")
print(f"max|t - J t0 J^T| (l<=2) = {e2:.1e} bohr")
print(f"max|t-t^T|={sym:.1e} bohr, max|t-t^+|={her:.5f} bohr")
print(f"max|t t^+ - t^+ t|={nor:.5f} bohr^2, max|S^+S-1|={uni:.5f}")
sv = np.linalg.svd(Sc, compute_uv=False)
print(f"S(s,s)={cf(Sc[0, 0])}, singular values of S from {sv.min():.5f} to {sv.max():.5f}")
u, p, N = sol[0] @ Ci, sol[1] @ Ci, dag(Ci) @ sol[2] @ Ci
flux, bil = dag(u) @ p - dag(p) @ u, u.T @ p - p.T @ u
assert mx(flux + 2j*EC.imag*N) < 1e-6*mx(flux) and mx(flux) > 0.1 and mx(bil) < 1e-6
print(f"at R: max|bilinear Wronskian|={mx(bil):.1e} bohr; conjugated (s,s)={cf(flux[0, 0])} bohr")
print(f"int u^+u (s,s)={N[0, 0].real:.5f} bohr^3, -2 Im E times it={-2*EC.imag*N[0, 0].real:.5f} bohr")

# conjugate energy on both sheets
solc = propagate([W1], np.conj(EC))
t_ph, t_2 = match(solc, -np.conj(kc))[0], match(solc, np.conj(kc))[0]
a1, a2, a3 = mx(t_ph - P @ dag(t) @ P), mx(t_ph - dag(t)), mx(dag(S(t_2, np.conj(kc))) @ Sc - eye)
assert a1 < 1e-6 and a2 > 1e-2 and a3 < 1e-6
print(f"E* physical sheet: t(s,s)={cf(t_ph[0, 0])}, t(s,px)={cf(t_ph[0, 3])} bohr")
print(f"max|t(E*)-P t^+ P|={a1:.1e}, max|t(E*)-t^+|={a2:.5f} bohr; max|S(k*)^+S(k)-1|={a3:.1e}")

# real positive and negative energy
tp = match(propagate([W1], EP), kp)[0]
up, op = mx(dag(S(tp, kp)) @ S(tp, kp) - eye), mx(tp - dag(tp) + 2j*kp*dag(tp) @ tp)
assert mx((tp - t_translated(EP)[0])[:9, :9]) < 1e-6 and mx(tp - tp.T) < 1e-6
assert up < 1e-6 and op < 1e-6 and mx(tp - dag(tp)) > 0.1
print(f"E={EP.real} Ry, kappa={kp.real:.5f} 1/bohr: t(s,s)={cf(tp[0, 0])}, t(s,px)={cf(tp[0, 3])} bohr")
print(f"  max|t-t^T|={mx(tp-tp.T):.1e}, max|t-t^+|={mx(tp-dag(tp)):.5f} bohr, max|S^+S-1|={up:.1e}")
tn = match(propagate([W1], EN), kn)[0]
phase = 1j**ls
tr = tn/phase[:, None]/phase[None, :]
assert mx((tn - t_translated(EN)[0])[:9, :9]) < 1e-5   # errors grow as exp(2|kappa|R)
assert mx(tr.imag) < 1e-6 and mx(tn - tn.T) < 1e-5 and mx(tn - dag(tn)) > 1e-2
print(f"E={EN.real} Ry, kappa={kn.imag:.5f}i 1/bohr: t(s,s)={cf(tn[0, 0])}, t(s,px)={cf(tn[0, 3])} bohr")
print(f"  max|t-t^T|={mx(tn-tn.T):.1e}, max|t-t^+|={mx(tn-dag(tn)):.5f} bohr")

# complex harmonics, solved afresh in that basis; i^l convention
tc = match(propagate([well(V0, A, D, YC)], EC), kc)[0]
flip, sg = ls*ls + ls - ms, (-1.0)**ms
rule = mx(tc - sg[:, None]*sg[None, :]*tc[np.ix_(flip, flip)].T)
assert mx(tc - U.conj() @ t @ U.T) < 1e-6 and rule < 1e-6 and mx(tc - tc.T) > 1e-2
print(f"complex Y: t(00,11)={cf(tc[0, 3])}, t(11,00)={cf(tc[3, 0])}, t(1-1,00)={cf(tc[1, 0])} bohr")
print(f"  max|t-t^T|={mx(tc-tc.T):.5f} bohr, defect of (-1)^(m+m') rule={rule:.1e} bohr")
ti = phase.conj()[:, None]*t*phase[None, :]
assert mx(ti.T - P @ ti @ P) < 1e-6 and mx(ti - ti.T) > 1e-2
print(f"i^l convention: t'(s,px)={cf(ti[0, 3])}, t'(px,s)={cf(ti[3, 0])} bohr")

# Hermitian but antisymmetric term b(r) Lz
solb = propagate([W1, angular(B0, LZ)], EC, True)
tb, Cb = match(solb, kc)
Kb = Cb.T @ solb[3] @ Cb
tm = match(propagate([W1, angular(-B0, LZ)], EC), kc)[0]
tbp = match(propagate([W1, angular(B0, LZ)], EP), kp)[0]
ub = mx(dag(S(tbp, kp)) @ S(tbp, kp) - eye)
assert mx(tb - tb.T) > 1e-3 and mx(tb - tb.T - Kb) < 1e-6 and mx(tb.T - tm) < 1e-6
assert ub < 1e-6 and mx(tbp - tbp.T) > 1e-3
print(f"b0={B0} Ry Lz, complex E: t(px,py)={cf(tb[3, 1])}, t(py,px)={cf(tb[1, 3])} bohr")
print(f"  difference={cf(tb[3, 1]-tb[1, 3])}, int u^T(V-V^T)u={cf(Kb[3, 1])} bohr")
print(f"  max|t-t^T|={mx(tb-tb.T):.5f}, max|t(b)^T-t(-b)|={mx(tb.T-tm):.1e} bohr")
print(f"  real E: max|t-t^T|={mx(tbp-tbp.T):.5f} bohr, max|S^+S-1|={ub:.1e}")
tq = match(propagate([W1, angular(B0, LZ @ LZ)], EC), kc)[0]
assert mx(tq - tq.T) < 1e-6 and mx(tq - t) > 1e-3
print(f"b0 Lz^2, complex E: max|t-t(b=0)|={mx(tq-t):.5f}, max|t-t^T|={mx(tq-tq.T):.1e} bohr")

# two centres, one absorptive
W2 = well(V2, A2, D2, YR)
ta = match(propagate([W1, W2], EC), kc)[0]
ta2 = match(propagate([W1, W2], np.conj(EC)), np.conj(kc))[0]
tap = match(propagate([W1, W2], EP), kp)[0]
loss = np.linalg.eigvalsh(eye - dag(S(tap, kp)) @ S(tap, kp))
ca = mx(dag(S(ta2, np.conj(kc))) @ S(ta, kc) - eye)
assert mx(ta - ta.T) < 1e-6 and mx(tap - tap.T) < 1e-6
assert loss.min() > -1e-6 and loss.max() > 1e-2 and ca > 1e-2
print(f"second well: depth={cf(V2)} Ry, a={A2} bohr, d={D2} bohr")
print(f"  complex E: t(s,px)={cf(ta[0, 3])}, t(px,s)={cf(ta[3, 0])}, max|t-t^T|={mx(ta-ta.T):.1e} bohr")
print(f"  max|S(k*)^+S(k)-1|={ca:.5f}")
print(f"  real E: max|t-t^T|={mx(tap-tap.T):.1e} bohr, largest eigenvalue of 1-S^+S={loss.max():.5f}")
print("tests ok")
```

Output:

```
well: V0=2.0 Ry, a=1.0 bohr, d=[0.2 0.4 0.4] bohr, |d|=0.600 bohr
lmax=6, channels=49, R=6.0 bohr, radial steps=783
E=+0.50000+0.30000i Ry = +6.80285+4.08171i eV, kappa=+0.73590+0.20383i 1/bohr
G0 at |r-r'|=1.98555 bohr: closed -0.00293-0.02658i, partial waves -0.00293-0.02658i 1/bohr
centred well: t0_s=-0.85705-0.40638i, t0_p=-0.07004-0.03487i, t0_d=-0.00240-0.00333i bohr
J(s,s)=+0.97017-0.01768i, J(px,s)=+0.08370+0.02221i, J(s,px)=-0.08370-0.02221i
t(E) in bohr, order s, py, pz, px:
  -0.82330-0.35736i  -0.11365-0.09255i  -0.11365-0.09255i  -0.05682-0.04628i
  -0.11365-0.09255i  -0.08301-0.05338i  -0.01472-0.02106i  -0.00736-0.01053i
  -0.11365-0.09255i  -0.01472-0.02106i  -0.08301-0.05338i  -0.00736-0.01053i
  -0.05682-0.04628i  -0.00736-0.01053i  -0.00736-0.01053i  -0.07197-0.03759i
translated road: t(s,s)=-0.82330-0.35736i, t(s,px)=-0.05682-0.04628i bohr
max|t - J t0 J^T| (l<=2) = 2.8e-09 bohr
max|t-t^T|=3.3e-13 bohr, max|t-t^+|=0.71473 bohr
max|t t^+ - t^+ t|=0.07042 bohr^2, max|S^+S-1|=0.26967
S(s,s)=+0.13840+1.06605i, singular values of S from 0.88688 to 1.14283
at R: max|bilinear Wronskian|=3.3e-13 bohr; conjugated (s,s)=+0.00000-7.49487i bohr
int u^+u (s,s)=12.49146 bohr^3, -2 Im E times it=-7.49487 bohr
E* physical sheet: t(s,s)=-0.82330+0.35736i, t(s,px)=+0.05682-0.04628i bohr
max|t(E*)-P t^+ P|=3.3e-13, max|t(E*)-t^+|=0.29313 bohr; max|S(k*)^+S(k)-1|=5.3e-13
E=0.5 Ry, kappa=0.70711 1/bohr: t(s,s)=-0.66827-0.62227i, t(s,px)=-0.04963-0.05115i bohr
  max|t-t^T|=2.0e-13, max|t-t^+|=1.24454 bohr, max|S^+S-1|=2.9e-13
E=-0.2 Ry, kappa=0.44721i 1/bohr: t(s,s)=-1.77826+0.00000i, t(s,px)=-0.00000-0.09329i bohr
  max|t-t^T|=5.8e-13, max|t-t^+|=0.37314 bohr
complex Y: t(00,11)=-0.02526+0.11308i, t(11,00)=+0.10562-0.04764i, t(1-1,00)=+0.02526-0.11308i bohr
  max|t-t^T|=0.20728 bohr, defect of (-1)^(m+m') rule=3.2e-13 bohr
i^l convention: t'(s,px)=+0.04628-0.05682i, t'(px,s)=-0.04628+0.05682i bohr
b0=0.5 Ry Lz, complex E: t(px,py)=+0.00490-0.02976i, t(py,px)=-0.01960+0.00864i bohr
  difference=+0.02450-0.03840i, int u^T(V-V^T)u=+0.02450-0.03840i bohr
  max|t-t^T|=0.04555, max|t(b)^T-t(-b)|=3.5e-13 bohr
  real E: max|t-t^T|=0.04162 bohr, max|S^+S-1|=2.9e-13
b0 Lz^2, complex E: max|t-t(b=0)|=0.02223, max|t-t^T|=3.6e-13 bohr
second well: depth=+1.00000+0.50000i Ry, a=0.8 bohr, d=[-0.4  0.1 -0.3] bohr
  complex E: t(s,px)=-0.03556-0.00524i, t(px,s)=-0.03556-0.00524i, max|t-t^T|=4.9e-13 bohr
  max|S(k*)^+S(k)-1|=0.36211
  real E: max|t-t^T|=2.2e-13 bohr, largest eigenvalue of 1-S^+S=0.40581
tests ok
```
